# Nonlinear transmission line under a contact: first integral and injection length: a program that tests the result

```python
"""
Nonlinear transmission line under a metal contact.
Result under test: I^2 = (2 w^2/R) [Phi(V) - Phi(V_end)], Phi = integral of J dV.
For a long contact the injection length is lambda = I0/(w J(V0)); it falls
with drive if J is convex.
V: local interface voltage; J: interface current density; I: layer current;
R: sheet resistance; w: width; L_T: low-drive transfer length.
Scaled tests use R = w = J'(0) = 1, so that L_T = 1.
The forward-bias example uses J = J0 sinh(V/V1), with V1 = 2 kT/e.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq, minimize_scalar


def ladder(law, v_end, v_front=math.inf, cells=10**6, h=2e-4):
    """Apply Kirchhoff's laws cell by cell from the open far end."""
    v = v_end
    series_current = 0.5 * h * law(v)
    volts, currents = [v], [0.0]
    for _ in range(cells):
        if v >= v_front:
            break
        v += h * series_current
        shunt = h * law(v)
        volts.append(v)
        currents.append(series_current + 0.5 * shunt)
        series_current += shunt
    return np.array(volts), np.array(currents), h * np.arange(len(volts))


def phi_between(law, low, high):
    return quad(law, low, high, epsabs=1e-13, epsrel=1e-10)[0]


def contact_length(law, v_end, v_front):
    def integrand(t):
        v = v_end * math.cosh(t)
        return v_end * math.sinh(t) / math.sqrt(2 * phi_between(law, v_end, v))
    return quad(integrand, 0, math.acosh(v_front / v_end), epsrel=1e-8)[0]


def cubic(v):
    return v + v**3


def saturating(v):
    return -math.expm1(-v)


def conductance_step(v):
    return v * (1 + 9 / (1 + math.exp(-(v - 1) / 0.05)))


# Finite contacts: Kirchhoff ladder against current and length integrals.
for law in (math.sinh, cubic, math.expm1, saturating):
    volts, currents, distance = ladder(law, 0.5, 3.0)
    predicted = math.sqrt(2 * phi_between(law, 0.5, volts[-1]))
    assert abs(currents[-1] / predicted - 1) < 1e-5
    assert abs(contact_length(law, 0.5, volts[-1]) / distance[-1] - 1) < 1e-5

# Each point of a long line is the front of another long contact.
for law, direction in ((math.sinh, -1), (cubic, -1), (math.expm1, -1),
                       (saturating, 1)):
    volts, currents, distance = ladder(law, 1e-4, 3.0)
    lengths = currents / np.array([law(v) for v in volts])
    assert np.all(direction * np.diff(lengths[volts > 0.05]) > 0)

# A rising J/V bounds the length but does not force monotonic decrease.
volts, currents, distance = ladder(conductance_step, 1e-4, 3.0)
step_current = np.array([conductance_step(v) for v in volts])
step_lengths = currents / step_current
inside = volts > 0.05
assert np.all(step_lengths[inside]
              <= np.sqrt(volts / step_current)[inside] + 1e-6)
assert np.all(step_lengths[inside] <= 1 + 1e-6)
step_low = np.interp(1.2, volts, step_lengths)
step_high = step_lengths[-1]
assert step_high > step_low

# Collection depth from the ladder against the integral over injection length.
volts, currents, distance = ladder(cubic, 1e-4, 3.0)


def cubic_length(current):
    v = brentq(lambda y: 2 * phi_between(cubic, 0, y) - current**2, 0, 5)
    return current / cubic(v)


for fraction in (0.5, 0.9):
    counted = distance[-1] - np.interp((1 - fraction) * currents[-1],
                                       currents, distance)
    integral = quad(lambda s: cubic_length(s * currents[-1]) / s,
                    1 - fraction, 1)[0]
    assert abs(counted / integral - 1) < 1e-4

# Closed sinh results against the ladder.
for target in (0.4, 2.0, 4.0):
    volts, currents, distance = ladder(math.sinh, 1e-4, target)
    front = volts[-1]
    drive = math.sinh(front / 2)
    measured_length = currents[-1] / math.sinh(front)
    assert abs(measured_length * math.cosh(front / 2) - 1) < 1e-5
    assert abs(measured_length * math.sqrt(1 + drive**2) - 1) < 1e-5
    for fraction in (0.5, 0.9):
        counted = distance[-1] - np.interp((1 - fraction) * currents[-1],
                                           currents, distance)
        formula = math.asinh(1 / ((1 - fraction) * drive)) - math.asinh(1 / drive)
        assert abs(counted / formula - 1) < 1e-4
    depth = distance[-1] - distance
    profile = 4 * np.arctanh(math.tanh(front / 4) * np.exp(-depth))
    assert np.max(np.abs(profile / volts - 1)[volts > 0.05]) < 1e-4

# Differential resistance of two contacts with the same fixed length.
first = ladder(math.sinh, 2.000e-3, cells=40000)
second = ladder(math.sinh, 2.002e-3, cells=40000)
resistance = (second[0][-1] - first[0][-1]) / (second[1][-1] - first[1][-1])
mean_length = 0.5 * sum(run[1][-1] / math.sinh(run[0][-1])
                        for run in (first, second))
assert abs(resistance / mean_length - 1) < 1e-3

# Rough silicon contact parameters; lengths in cm unless named otherwise.
temperature = 300.0
doping = 1.6e19
barrier = 0.55
mass_light, mass_heavy = 0.19, 0.92
relative_permittivity = 11.7
contact_resistivity = 1e-5
sheet_resistance = 400.0
layer_thickness = 100e-7
drive_voltage = 0.20
contact_size = 5000e-7
metal_sheet_resistance = 10.0
thermal_conductivity = 1.0
wafer_thickness = 0.05

q = const.e
permittivity = relative_permittivity * const.epsilon_0
donors_si = doping * 1e6


def thermal_energy(temp):
    return const.k * temp / q


def tunnel_energy(mass):
    return const.hbar / 2 * math.sqrt(donors_si
                                      / (mass * const.m_e * permittivity))


def tunnel_exponent(energy, top, mass):
    ratio = np.clip(energy / top, 1e-12, 1)
    root = np.sqrt(1 - ratio)
    return top / tunnel_energy(mass) * (
        root - ratio * np.log((1 + root) / np.sqrt(ratio)))


def depletion_width(top):
    return math.sqrt(2 * permittivity * top / (q * donors_si))


# WKB action from the actual depletion potential.
test_energy, test_top = 0.1, 0.5
width = depletion_width(test_top)
turning = 1 - math.sqrt(test_energy / test_top)


def wave_number(z):
    excess = max(test_top * (1 - z)**2 - test_energy, 0)
    return math.sqrt(2 * mass_light * const.m_e * q * excess) / const.hbar


action = 2 * width * quad(wave_number, 0, turning)[0]
assert abs(action / tunnel_exponent(test_energy, test_top, mass_light) - 1) < 1e-6

kt = thermal_energy(temperature)
e00 = tunnel_energy(mass_light)
e0 = e00 / math.tanh(e00 / kt)


def saddle_energy(top):
    return top / math.cosh(e00 / kt)**2


saddle = minimize_scalar(
    lambda energy: tunnel_exponent(energy, test_top, mass_light) + energy / kt,
    bounds=(1e-8, test_top), method="bounded", options={"xatol": 1e-10})
assert abs(saddle.fun / (test_top / e0) - 1) < 1e-6
assert abs(saddle.x / saddle_energy(test_top) - 1) < 1e-3
assert abs(e0 / (2 * kt) - 1) < 0.02
atomic_density = donors_si * const.value("Bohr radius")**3
e00_atomic = math.sqrt(math.pi * atomic_density
                       / (mass_light * relative_permittivity))
hartree_ev = const.value("Hartree energy in eV")
assert abs(e00_atomic * hartree_ev / e00 - 1) < 1e-6


def fermi_level(temp):
    """Fermi level relative to the bulk conduction edge, in eV."""
    dos_mass = (mass_heavy * mass_light**2)**(1 / 3) * const.m_e
    density = 12 * (2 * math.pi * dos_mass * const.k * temp / const.h**2)**1.5

    def excess(eta):
        integral = quad(lambda x: math.sqrt(x) / (1 + math.exp(x - eta)), 0, 60)[0]
        return density * 2 / math.sqrt(math.pi) * integral - donors_si
    return thermal_energy(temp) * brentq(excess, -10, 10)


def image_lowering(top):
    field = math.sqrt(2 * q * donors_si * top / permittivity)
    return math.sqrt(q * field / (4 * math.pi * permittivity))


energy_grid = np.linspace(0, 1.6, 8001)
richardson = 4 * math.pi * const.m_e * q * const.k**2 / const.h**3 / 1e4


def valley_currents(bias, temp, level, image=False, boltzmann=False):
    """WKB current densities of light and heavy normal-mass valleys."""
    energy_kt = thermal_energy(temp)
    top = barrier + level - bias
    if image:
        top += image_lowering(barrier + level) - image_lowering(top)
    semiconductor = (level - energy_grid) / energy_kt
    metal = (level - bias - energy_grid) / energy_kt
    if boltzmann:
        supply = np.exp(semiconductor) - np.exp(metal)
    else:
        supply = np.logaddexp(0, semiconductor) - np.logaddexp(0, metal)
    result = []
    for mass, weight in ((mass_light, 4 * math.sqrt(mass_light * mass_heavy)),
                         (mass_heavy, 2 * mass_light)):
        transmission = np.exp(-tunnel_exponent(energy_grid, top, mass))
        integral = simpson(transmission * supply, x=energy_grid)
        result.append(richardson * temp**2 * weight * integral / energy_kt)
    return result


def wkb_length_ratio(bias, temp=300.0, image=False, boltzmann=False):
    level = fermi_level(temp)

    def total(v):
        return sum(valley_currents(v, temp, level, image, boltzmann))
    voltages = np.linspace(0, bias, 101)
    current = np.array([total(v) for v in voltages])
    conductance = (total(1e-3) - total(-1e-3)) / 2e-3
    potential = simpson(np.abs(current), x=np.abs(voltages))
    return math.sqrt(2 * potential * conductance) / abs(current[-1]), conductance


v1 = 2 * kt
j0 = v1 / contact_resistivity
transfer_length = math.sqrt(contact_resistivity / sheet_resistance)
current_scale = 2 * j0 * transfer_length


def example_at(voltage):
    phi = j0 * v1 * (math.cosh(voltage / v1) - 1)
    current = math.sqrt(2 * phi / sheet_resistance)
    length = current / (j0 * math.sinh(voltage / v1))
    drive = current / current_scale
    depths = [transfer_length * (math.asinh(1 / ((1 - f) * drive))
                                - math.asinh(1 / drive)) for f in (0.5, 0.9)]
    return current, length, depths[0], depths[1]


current, injection_length, half_depth, ninety_depth = example_at(drive_voltage)


# Physical-unit integration from the weak tail to the front.
def physical_line(x, state):
    return [sheet_resistance * state[1], j0 * math.sinh(state[0] / v1)]


def reached_front(x, state):
    return state[0] - drive_voltage


reached_front.terminal = True
tail_voltage = 1e-6
solution = solve_ivp(physical_line, (0, 30 * transfer_length),
                     [tail_voltage, tail_voltage
                      / (sheet_resistance * transfer_length)],
                     events=reached_front, rtol=1e-9, atol=1e-13)
assert len(solution.t_events[0]) == 1
assert abs(solution.y_events[0][0][1] / current - 1) < 1e-5

scaled_front = drive_voltage / v1
scaled_end = brentq(lambda v: contact_length(math.sinh, v, scaled_front)
                    - contact_size / transfer_length, 1e-3, 0.99 * scaled_front)
finite_ratio = math.sqrt(phi_between(math.sinh, scaled_end, scaled_front)
                         / phi_between(math.sinh, 0, scaled_front))

forward_ratio, wkb_conductance = wkb_length_ratio(drive_voltage)
reverse_ratio = wkb_length_ratio(-drive_voltage)[0]
image_ratio = wkb_length_ratio(drive_voltage, image=True)[0]
image_reverse = wkb_length_ratio(-drive_voltage, image=True)[0]
hot_ratio = wkb_length_ratio(drive_voltage, temp=400.0)[0]
boltzmann_reverse = wkb_length_ratio(-drive_voltage, boltzmann=True)[0]
assert max(forward_ratio, image_ratio, hot_ratio) < 0.6
assert max(reverse_ratio, image_reverse) < 1

# Fermi filling, not the barrier itself, weakens the reverse shortening.
level = fermi_level(temperature)
zero_top = barrier + level
reverse_saddle = saddle_energy(zero_top + drive_voltage)
reverse_metal_level = level + drive_voltage
assert reverse_metal_level > reverse_saddle
assert boltzmann_reverse < 0.6
assert boltzmann_reverse < reverse_ratio

light_current, heavy_current = valley_currents(drive_voltage, temperature, level)
heavy_share = heavy_current / (light_current + heavy_current)
mobility = 1 / (q * doping * layer_thickness * sheet_resistance)
lateral_field = sheet_resistance * current
velocity = mobility * lateral_field
differential_resistivity = contact_resistivity / math.cosh(scaled_front)
vertical_share = (sheet_resistance * layer_thickness**2 / 3
                  / differential_resistivity)
heating = (current * drive_voltage / (math.pi * thermal_conductivity)
           * math.log(wafer_thickness / injection_length))

print(f"temperature = {temperature:.0f} K")
print(f"donor density = {doping:.2e} cm^-3")
print(f"barrier = {barrier:.2f} eV")
print(f"light and heavy masses = {mass_light:.2f}, {mass_heavy:.2f} m_e")
print(f"relative permittivity = {relative_permittivity:.1f}")
print(f"low-drive contact resistivity = {contact_resistivity:.1e} ohm cm^2")
print(f"sheet resistance = {sheet_resistance:.0f} ohm/sq")
print(f"layer thickness = {layer_thickness*1e7:.0f} nm")
print(f"tunnelling energy E00 = {e00:.4f} eV")
print(f"E0/kT = {e0/kt:.3f}")
print(f"sinh voltage V1 = {v1:.5f} V")
print(f"current prefactor J0 = {j0:.1f} A/cm^2")
print(f"transfer length L_T = {transfer_length*1e7:.1f} nm")
print(f"current scale 2 J0 L_T = {current_scale*0.1:.4f} mA/um")
print("drive V; current mA/um; lambda nm; 50% depth nm; 90% depth nm")
for voltage in (0.01, 0.05, 0.10, 0.15, drive_voltage):
    row = example_at(voltage)
    print(f"{voltage:.2f}; {row[0]*0.1:.4f}; {row[1]*1e7:.1f}; "
          f"{row[2]*1e7:.1f}; {row[3]*1e7:.1f}")
print(f"linear 50% depth = {transfer_length*math.log(2)*1e7:.1f} nm")
print(f"linear 90% depth = {transfer_length*math.log(10)*1e7:.1f} nm")
print(f"lambda/L_T at {drive_voltage:.2f} V = {injection_length/transfer_length:.4f}")
print(f"lambda at {drive_voltage:.2f} V = {injection_length*1e8:.0f} angstrom")
print(f"front current density = {j0*math.sinh(scaled_front):.3e} A/cm^2")
print(f"differential resistance x width = {sheet_resistance*injection_length*1e4:.1f} ohm um")
print(f"finite contact length = {contact_size*1e7:.0f} nm")
print(f"finite contact end voltage = {scaled_end*v1*1000:.2f} mV")
print(f"finite/long current = {finite_ratio:.5f}")
print(f"step-law lambda/L_T at scaled V 1.2, 3.0 = {step_low:.3f}, {step_high:.3f}")
print(f"Fermi level above band edge = {level*1000:.2f} meV")
print(f"WKB contact resistivity = {1/wkb_conductance:.2e} ohm cm^2")
print(f"WKB lambda/L_T, forward = {forward_ratio:.3f}")
print(f"WKB lambda/L_T, reverse = {reverse_ratio:.3f}")
print(f"reverse with Boltzmann supply = {boltzmann_reverse:.3f}")
print(f"reverse saddle energy = {reverse_saddle:.3f} eV")
print(f"reverse metal Fermi level = {reverse_metal_level:.3f} eV")
print(f"with image change, forward = {image_ratio:.3f}")
print(f"with image change, reverse = {image_reverse:.3f}")
print(f"WKB lambda/L_T, forward at 400 K = {hot_ratio:.3f}")
print(f"heavy-valley current share = {heavy_share:.2e}")
print(f"image lowering at zero bias = {image_lowering(zero_top):.3f} eV")
print(f"band bending left at front = {zero_top-drive_voltage:.3f} eV")
print(f"zero-bias depletion width = {depletion_width(zero_top)*1e9:.2f} nm")
print(f"front depletion width = {depletion_width(zero_top-drive_voltage)*1e9:.2f} nm")
print(f"vertical/differential interface resistance = {vertical_share:.4f}")
print(f"metal/layer sheet resistance = {metal_sheet_resistance/sheet_resistance:.4f}")
print(f"implied mobility = {mobility:.1f} cm^2/Vs")
print(f"lateral front field = {lateral_field/1e6:.5f} MV/cm")
print(f"front drift velocity = {velocity:.2e} cm/s")
print(f"rough self-heating = {heating:.2f} K")
print("every check passed")
```

It prints:

```
temperature = 300 K
donor density = 1.60e+19 cm^-3
barrier = 0.55 eV
light and heavy masses = 0.19, 0.92 m_e
relative permittivity = 11.7
low-drive contact resistivity = 1.0e-05 ohm cm^2
sheet resistance = 400 ohm/sq
layer thickness = 100 nm
tunnelling energy E00 = 0.0498 eV
E0/kT = 2.010
sinh voltage V1 = 0.05170 V
current prefactor J0 = 5170.4 A/cm^2
transfer length L_T = 1581.1 nm
current scale 2 J0 L_T = 0.1635 mA/um
drive V; current mA/um; lambda nm; 50% depth nm; 90% depth nm
0.01; 0.0158; 1573.8; 1093.2; 3637.0
0.05; 0.0822; 1412.8; 1028.8; 3550.2
0.10; 0.1839; 1050.5; 852.3; 3289.6
0.15; 0.3295; 702.7; 629.5; 2888.9
0.20; 0.5537; 447.8; 426.2; 2391.1
linear 50% depth = 1096.0 nm
linear 90% depth = 3640.7 nm
lambda/L_T at 0.20 V = 0.2832
lambda at 0.20 V = 4478 angstrom
front current density = 1.237e+05 A/cm^2
differential resistance x width = 179.1 ohm um
finite contact length = 5000 nm
finite contact end voltage = 12.93 mV
finite/long current = 0.99931
step-law lambda/L_T at scaled V 1.2, 3.0 = 0.196, 0.300
Fermi level above band edge = -8.66 meV
WKB contact resistivity = 1.29e-05 ohm cm^2
WKB lambda/L_T, forward = 0.329
WKB lambda/L_T, reverse = 0.614
reverse with Boltzmann supply = 0.253
reverse saddle energy = 0.060 eV
reverse metal Fermi level = 0.191 eV
with image change, forward = 0.391
with image change, reverse = 0.542
WKB lambda/L_T, forward at 400 K = 0.341
heavy-valley current share = 6.52e-03
image lowering at zero bias = 0.142 eV
band bending left at front = 0.341 eV
zero-bias depletion width = 6.61 nm
front depletion width = 5.25 nm
vertical/differential interface resistance = 0.0319
metal/layer sheet resistance = 0.0250
implied mobility = 97.5 cm^2/Vs
lateral front field = 0.00221 MV/cm
front drift velocity = 2.16e+05 cm/s
rough self-heating = 2.47 K
every check passed
```
